# Can the ultrasoft valence density become negative?

**Q:** My plane-wave code reports a small negative valence density with an ultrasoft pseudopotential. I take that for a bug. The density is a sum over occupied states of $|\phi|^2$, plus an augmentation term that puts back the charge removed when the wave was smoothed. Both are positive, so the sum must be too.

**A:** Let us test that on the formula. For occupations $f_n\ge 0$,

$$n(\mathbf r)=\sum_n f_n\Big[|\phi_n(\mathbf r)|^2+\sum_{ij}Q_{ij}(\mathbf r)\langle\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle\Big],$$

$$Q_{ij}(\mathbf r)=\psi_i^*(\mathbf r)\psi_j(\mathbf r)-\phi_i^*(\mathbf r)\phi_j(\mathbf r).$$

Here $\psi_i$ are all-electron partial waves of the atom and $\phi_i$ their smooth partners. The two agree outside an augmentation radius $r_c$, so $Q_{ij}$ vanishes there. The projectors $\beta_i$ live inside $r_c$ and satisfy $\langle\beta_i|\phi_j\rangle=\delta_{ij}$. The first term of $n$ is a square. What makes you say that the second is positive?

**Q:** Its integral. The smooth wave has less norm inside $r_c$ than the true one, so $q_{11}=\int Q_{11}\,d^3r$ is positive.

**A:** That can be so, but it concerns an integral. With one partial wave, $Q_{11}=|\psi_1|^2-|\phi_1|^2$. A valence wave with core states of the same angular momentum below it has radial nodes near the nucleus, because it is orthogonal to them, and the smooth wave is built without these nodes. (A wave with no such core states, 2p or 3d for instance, has no radial node, and the arguments below that rest on such a node do not apply to it.) At a node of $\psi_1$, therefore, $Q_{11}=-|\phi_1|^2<0$.

**Q:** And with several partial waves? Perhaps the matrix as a whole is better behaved.

**A:** Take real waves and fix the point $\mathbf r$. Collect the values $\psi_i(\mathbf r)$ in a vector $a$ and the values $\phi_i(\mathbf r)$ in a vector $b$. Then $Q=aa^{T}-bb^{T}$, which has at most two nonzero eigenvalues, $\lambda_+$ and $\lambda_-$. The traces of $Q$ and $Q^2$ give

$$\lambda_++\lambda_-=|a|^2-|b|^2,\qquad \lambda_+^2+\lambda_-^2=|a|^4+|b|^4-2(a\cdot b)^2 .$$

Square the first relation, subtract the second and halve the result:

$$\lambda_+\lambda_-=-\big[|a|^2|b|^2-(a\cdot b)^2\big]\le 0 .$$

The inequality is that of Cauchy and Schwarz. Solving the quadratic with this sum and product gives

$$\lambda_\pm=\frac{|a|^2-|b|^2}{2}\pm\sqrt{\Big(\frac{|a|^2+|b|^2}{2}\Big)^2-(a\cdot b)^2}.$$

Unless $a$ and $b$ are parallel, one eigenvalue is positive and the other negative: the matrix is indefinite. If they are parallel, as they trivially are for one partial wave, a single eigenvalue $|a|^2-|b|^2$ is left, and it can have either sign. Replacing the partial waves by independent combinations of themselves changes the eigenvalues but not their signs, because the quadratic form $c^TQc$ takes the same set of values.

**Q:** Then the augmentation term can be negative. But $|\phi|^2$ is added to it. Does the sum come out positive after all?

**A:** Under two conditions, yes. Consider one state and define

$$c_i=\langle\beta_i|\phi\rangle,\quad \psi_c=\sum_i c_i\psi_i,\quad \phi_c=\sum_i c_i\phi_i,\quad \delta=\phi-\phi_c .$$

The double sum over $Q_{ij}$ is $\psi_c^2-\phi_c^2$. Insert $\phi=\phi_c+\delta$ in the smooth term:

$$\phi^2+\psi_c^2-\phi_c^2=\psi_c^2+2\phi_c\delta+\delta^2 .$$

If the partial waves reproduce the smooth state everywhere inside $r_c$, then $\delta=0$ and the density is the square $\psi_c^2$. I call this complete projection. The negative part of $Q$ then cancels the smooth density. The second condition is that $Q_{ij}$ is the true difference of products, not a smoothed substitute.

**Q:** That is the sum of squares I had in mind. In practice $\delta$ is small, so any violation should be of order $\delta^2$, and that term is positive.

**A:** The cross term $2\phi_c\delta$ is of first order and has no fixed sign. Where $\psi_c^2$ is large it does no harm. At a node of $\psi_c$ the protecting square is gone and

$$\phi^2+\psi_c^2-\phi_c^2\;\to\;2\phi_c\delta+\delta^2=\phi^2-\phi_c^2 .$$

This is negative whenever $|\phi|<|\phi_c|$ at the node. An arbitrarily small $\delta$ is enough if its sign is opposite to that of $\phi_c$.

**Q:** Where would such a $\delta$ come from? The potential was built to reproduce the atom.

**A:** It was built at chosen reference energies. In a molecule or solid the state has another energy. Take one projector, made at energy $\varepsilon$, with strength $D$ and augmentation charge $q$. Let $T$ be the kinetic energy and $V_{\rm loc}$ the local potential. The ultrasoft equation is a generalized eigenvalue problem with overlap $S=1+q|\beta\rangle\langle\beta|$:

$$(T+V_{\rm loc}-E)\phi+(D-Eq)\,c\,\beta=0 .$$

The reference wave has $\langle\beta|\phi_1\rangle=1$ and obeys

$$(T+V_{\rm loc}-\varepsilon)\phi_1+(D-\varepsilon q)\beta=0 .$$

Put $\phi=c\phi_1+\delta$ in the first equation. The second one supplies

$$(T+V_{\rm loc}-E)\phi_1=-(D-\varepsilon q)\beta-(E-\varepsilon)\phi_1 .$$

The terms with $D$ cancel, and inside $r_c$ we are left with

$$(T+V_{\rm loc}-E)\,\delta=c\,(E-\varepsilon)\,(\phi_1+q\beta).$$

Since $\langle\beta|\phi\rangle=c$, also $\langle\beta|\delta\rangle=0$. For an s wave, written as $r$ times the radial function, $\delta$ vanishes at the origin. These two conditions select one solution, unless the regular solution of the equation without its source happens to be orthogonal to $\beta$. So $\delta$ is proportional to $E-\varepsilon$ at leading order. At a fixed node, a small shift of the energy one way raises the density above zero, and a small shift the other way pushes it below.

**Q:** I would like to see numbers. Does this happen for a sensible pseudopotential or just for a contrived one?

**A:** Here is a model in which the all-electron solution is known in closed form. It is not a particular element. An electron moves in a spherical square well of radius 1 bohr and depth 62 hartree, with zero potential outside. The fourth s state is the valence state, at $\varepsilon=-0.528$ hartree ($-14.4$ eV), with nodes at 0.283, 0.567 and 0.850 bohr.

For the pseudopotential, $V_{\rm loc}=0$ and $r_c=1.5$ bohr. Each smooth wave is a combination of $r$, $r^3$ and $r^5$, matched to the true wave at $r_c$ in value, slope and second derivative. I use waves $u(r)$ equal to $r$ times the radial function, and the radial density $P(r)=4\pi r^2n(r)$ of one electron.

The environment is a sphere of radius $R$ around the atom. Requiring $u'(R)=0$ lowers the energy, and requiring $u(R)=0$ raises it.

**Q:** Is the matrix really indefinite there?

**A:** Add a second partial wave at $-0.828$ hartree and scale every true wave to $\sin kr$ in the well, $k$ being its wave number. At the second node the eigenvalues of $Q_{ij}$ are $-0.861$ and $1.25\times10^{-4}$. At $r=0.70$ bohr, between nodes, they are $-1.41\times10^{-3}$ and $0.859$. The dominant sign changes, and both signs are present at both points. Meanwhile the integrated charge $q_{11}$ of the first wave is positive, 0.173 in the same scaling.

**Q:** And the density in the environment?

**A:** Take $R=2$ bohr with $u'(R)=0$. The all-electron energy is $-0.638$ hartree, 0.110 below the free atom. With the single free-atom projector, the values at the second node are $|\phi|=0.65365$ and $|\phi_c|=0.67085$ bohr$^{-1/2}$. Since $\psi_c$ is proportional to $\psi_1$, it vanishes there, and

$$P=0.65365^2-0.67085^2=0.42726-0.45004=-0.0228\ \text{bohr}^{-1}.$$

Dividing by $4\pi r^2$ with $r=0.567$ bohr gives $n=-5.6\times10^{-3}$ bohr$^{-3}$. The two amplitudes differ by 2.6% of $|\phi_c|$. The dip is 2.3% of the highest value of the all-electron $P$, which is 0.971 bohr$^{-1}$. Shallower dips appear at the first and third nodes, $-0.009$ and $-0.013$ bohr$^{-1}$. The negative part, summed over the three dips, integrates to $7\times10^{-4}$ electron.

**Q:** Could that be numerical noise from the basis?

**A:** There is a control. Build the projector at the energy of this very state, so that projection is complete, and leave everything else alone. The ultrasoft density then agrees with the analytic all-electron one to $9\times10^{-8}$ bohr$^{-1}$, far below the dip.

The dependence on energy can be checked too. Enlarging the sphere brings the state back towards the free atom:

| $R$ (bohr) | $E-\varepsilon$ (hartree) | $P$ at node (bohr$^{-1}$) | $P/[c^2(E-\varepsilon)]$ (hartree$^{-1}$) |
|---|---|---|---|
| 2.0 | −0.1106 | −0.0228 | 0.210 |
| 2.5 | −0.0424 | −0.0087 | 0.213 |
| 3.0 | −0.0160 | −0.0034 | 0.215 |

Here $E$ is the pseudo energy. The last column is nearly constant, as a first-order effect requires. Its small drift is the place for the $\delta^2$ term and for the dependence of the residual equation on $E$.

**Q:** Then raising the energy should make the node density positive.

**A:** It does. With $u(R)=0$ at $R=2$ bohr the all-electron energy is 0.187 hartree above the free atom, and $P=+0.050$ bohr$^{-1}$ at the same node. No negative value appears on the radial grid inside $r_c$. Yet the largest error of $P$ is 0.053 bohr$^{-1}$, against 0.024 in the lowered case. A density that stays positive is therefore no proof of good projection.

**Q:** So I add a second projector and the problem disappears?

**A:** It shrinks. With the second reference at $-0.828$ hartree, the largest error of $P$ falls from 0.024 to $1.1\times10^{-4}$ bohr$^{-1}$ in the lowered case, and from 0.053 to $6.6\times10^{-4}$ in the raised case. Both cases now show a little negative density. In the lowered case it is what remains of the dip; in the raised case it is new, since the single projector gave none. The minima are $-7\times10^{-5}$ and $-5.6\times10^{-4}$ bohr$^{-1}$. In the raised case the minimum lies at the third node, while the density at the second node is positive. The sign of the residual need not be the same at every node.

**Q:** Suppose projection were perfect. You named a second condition, that $Q_{ij}$ is not smoothed. Why would one smooth it?

**A:** The true $Q_{ij}$ contains the rapid oscillations of the all-electron waves, which need a very fine grid. One therefore replaces it, inside a radius $r_{\rm in}<r_c$, by a smooth function $\tilde Q_{ij}$ with the same multipole moments. This is the pseudization of the augmentation charge. With $\delta=0$ the density of one state becomes

$$\tilde P=\psi_c^2+\sum_{ij}c_ic_j\,(\tilde Q_{ij}-Q_{ij}).$$

The second term has zero integral, so unless it vanishes it is negative somewhere. If that happens where $\psi_c^2$ is small, $\tilde P$ can fall below zero.

**Q:** "Can" is a weak word. Smoothing fills in nodes, so I would expect it to raise the density there.

**A:** The outcome depends on $r_{\rm in}$. Take the completely projected state of the lowered case. Inside $r_{\rm in}$, replace the radial $Q$ by a combination of $r^2$, $r^4$ and $r^6$ that keeps its value and slope at $r_{\rm in}$ and its integral. For s waves the integral is the one moment there is.

With $r_{\rm in}=0.25$ bohr, inside the first node, no negative value appears. With $r_{\rm in}=0.88$ bohr, just outside the third node, the minimum is $\tilde P=-0.0713$ bohr$^{-1}$ at $r=0.823$ bohr, or $n=-8.4\times10^{-3}$ bohr$^{-3}$. The true $P$ at that point is $+0.089$ bohr$^{-1}$.

**Q:** Can you show why, without running the program?

**A:** Yes, by an estimate. Pseudization is linear, and it leaves any combination of $r^2$, $r^4$ and $r^6$ unchanged. The smooth density $\phi^2$ is such a combination apart from its $r^8$ and $r^{10}$ terms. Neglect those. Then $\tilde P$ is simply the pseudized form of the true density $P=A^2\sin^2kr$.

The peak of $P$ gives $A^2=0.971$ bohr$^{-1}$, and the energy gives $k=\sqrt{2(62-0.638)}=11.08$ bohr$^{-1}$. With $X=kr_{\rm in}=9.749$, the value and slope at $r_{\rm in}$ are

$$s=A^2\sin^2X=0.098,\qquad P'=A^2k\sin 2X=6.49 .$$

The density is small at $r_{\rm in}$ and falls steeply inwards. A straight continuation would reach zero after only $0.098/6.49=0.015$ bohr. What matters is whether the polynomial bends upwards soon enough. Let $y=r/r_{\rm in}$ and $t=y^2$, and write

$$\tilde P=t\,[\,s+\beta_1(t-1)+\gamma(t-1)^2\,].$$

At $y=1$ we have $dt/dy=2$, so $d\tilde P/dy=2(s+\beta_1)$. This must equal $r_{\rm in}P'$, hence

$$\beta_1=\tfrac12 r_{\rm in}P'-s=2.855-0.098=2.76 .$$

The integral over $y$ fixes $\gamma$. The three pieces are $\int_0^1y^2dy=\tfrac13$, $\int_0^1y^2(y^2-1)dy=-\tfrac2{15}$ and $\int_0^1y^2(y^2-1)^2dy=\tfrac8{105}$. Thus

$$\frac s3-\frac{2\beta_1}{15}+\frac{8\gamma}{105}=A^2\Big(\frac12-\frac{\sin2X}{4X}\Big)=0.470,$$

which gives $\gamma=10.6$. The bracket is smallest at $t-1=-\beta_1/2\gamma=-0.130$, where it equals

$$s-\frac{\beta_1^2}{4\gamma}=0.098-0.180=-0.08 .$$

Multiplying by $t=0.87$ gives $\tilde P\approx-0.07$ bohr$^{-1}$ at $r=0.88\sqrt{0.87}=0.82$ bohr, in agreement with the full calculation. At this radius the upward bend $\gamma$ needed to hold the charge is too weak for the steep slope at the edge. A rising edge just outside a node is not enough by itself. For $r_{\rm in}=0.60$ bohr, just outside the second node, the same steps give $s=0.123$, $\beta_1=2.02$ and $\gamma=9.05$, so the bracket has the minimum $0.123-0.113=+0.01$ and stays positive. Closer to that node it does not: for $r_{\rm in}=0.58$ bohr the minimum of $\tilde P$ is $-0.004$ bohr$^{-1}$. In this model, radii between 0.10 and 1.45 bohr give a negative density only in two narrow windows, about 0.57 to 0.59 bohr and 0.855 to 0.91 bohr, and not just outside the first node. The radius 0.88 bohr is an unfavourable choice, which shows that pseudization can give a negative density, not that it usually does.

For $r_{\rm in}=0.25$ bohr the slope at the edge has the other sign: the density is falling outwards, towards the first node. Continued inwards it rises, and this route to a negative value is closed.

**Q:** If the density is negative somewhere, is the electron count wrong?

**A:** No. Integrating the density of one state gives

$$\int n\,d^3r=\langle\phi|\phi\rangle+\sum_{ij}q_{ij}c_ic_j=\langle\phi|S|\phi\rangle=1,$$

which is the normalization of the generalized eigenproblem. Pseudization keeps $q_{ij}$ and so keeps this integral; for both values of $r_{\rm in}$ the integrated charge is 1.000000. By the same token, a correct count says nothing about the sign of $n$ at a point.

**Q:** Then is a negative density physically meaningful?

**A:** Not as a probability density. It is an error of the representation, confined here to the region inside $r_c$. It is also an error in the valence part alone. In this model I can fill the three lower s states with two electrons each and put two electrons in the valence state. At the minimum from incomplete projection, the core contributes 7.14 and the valence $-0.05$ bohr$^{-1}$. At the minimum from pseudization the figures are 7.04 and $-0.14$. Both totals are positive. Other occupied valence states can fill a dip as well, if they have enough density there.

**Q:** So I can ignore it?

**A:** That depends on which density enters the functional. Local exchange is proportional to $n^{4/3}$, a law derived for $n\ge0$. If the functional receives the valence density alone, the code needs some rule for negative arguments, and that rule is an extra approximation. If a core density is added first, what counts is whether the sum is positive. A smoothed partial core can be much smaller than the full core used above, so my totals do not settle that case.

**Q:** How do I find out which of the two causes I have?

**A:** Change one thing at a time. If a further projector, or a reference energy closer to the state, removes most of the negative density, projection was incomplete. If it stays but responds to $r_{\rm in}$ or to the form of $\tilde Q_{ij}$, pseudization is responsible. Keep this order: a response to $r_{\rm in}$ alone does not decide, because smoothing $Q_{ij}$ across a node also changes a dip caused by projection. Both causes can act together. A plane-wave code also cuts off the Fourier series of $Q_{ij}$ at the density cutoff. That is one more smoothing that keeps the integral and alters the values at points; the model above does not include it, so vary that cutoff as well. A programming error remains possible too. An integrated charge that differs from the electron number would suggest one if the augmentation charge is integrated exactly; a sum of $Q_{ij}$ over the points of a coarse real-space grid can miss the count in a correct code. A negative value by itself does not.

## Calculated quantities

```
well depth 62.0 hartree, radius 1.0 bohr; r_c 1.5 bohr
free-atom valence energy -0.52813 hartree = -14.371 eV
nodes of the valence wave (bohr): [0.2833 0.5667 0.85  ]
second reference energy -0.82813 hartree
Q_ij eigenvalues at r = 0.5667 bohr (waves scaled to sin(kr)): -8.612e-01, 1.254e-04
Q_ij eigenvalues at r = 0.7000 bohr (waves scaled to sin(kr)): -1.409e-03, 8.589e-01
one-projector charge q_11 0.17273 (same scaling, bohr)
complete projection, R = 2.0 bohr: max |P - P_AE| 8.5e-08 1/bohr
peak of P_AE 0.9707 1/bohr
lowered case, R = 2.0 bohr: E_AE -0.63809 hartree, shift -0.10996 hartree
  one projector: E -0.63876 hartree, max error 2.40e-02 1/bohr
    P(second node) -2.279e-02, min P -2.278e-02 1/bohr at r = 0.567 bohr
  two projectors: E -0.63809 hartree, max error 1.15e-04 1/bohr
    P(second node) -4.031e-05, min P -6.733e-05 1/bohr at r = 0.567 bohr
raised case, R = 2.0 bohr: E_AE -0.34154 hartree, shift +0.18659 hartree
  one projector: E -0.34406 hartree, max error 5.25e-02 1/bohr
    P(second node) +5.025e-02, min P +1.488e-04 1/bohr at r = 0.001 bohr
  two projectors: E -0.34154 hartree, max error 6.60e-04 1/bohr
    P(second node) +5.356e-04, min P -5.533e-04 1/bohr at r = 0.849 bohr
lowered, one projector: n -5.639e-03 bohr^-3 at r = 0.567 bohr
  integral of negative part 7.13e-04 electron
  at second node: |phi| 0.65365, |phi_c| 0.67085 bohr^-1/2
R = 2.0 bohr: shift -0.11063 hartree, P(node) -2.279e-02 1/bohr, P/(c^2 shift) 0.2097 bohr/hartree
R = 2.5 bohr: shift -0.04238 hartree, P(node) -8.699e-03 1/bohr, P/(c^2 shift) 0.2133 bohr/hartree
R = 3.0 bohr: shift -0.01599 hartree, P(node) -3.357e-03 1/bohr, P/(c^2 shift) 0.2147 bohr/hartree
pseudized Q, r_in = 0.25 bohr: min P inside +9.499e-05 1/bohr at r = 0.001 bohr, charge 1.000000
pseudized Q, r_in = 0.88 bohr: min P inside -7.127e-02 1/bohr at r = 0.823 bohr, charge 1.000000
  for r_in = 0.88 bohr: n -8.373e-03 bohr^-3, P_AE there 8.894e-02 1/bohr
projection minimum: core P 7.1370, valence P (2 electrons) -0.0456, sum 7.0914 1/bohr
pseudization minimum: core P 7.0390, valence P (2 electrons) -0.1425, sum 6.8965 1/bohr
```
